# Fang-Howard and Airy ground levels in an unscreened triangular well

An electron of effective mass $m$ and charge $-e$, with $e>0$, is pressed against a wall at $z=0$ by a uniform electric field of magnitude $F$. Gaussian units are used. The envelope function $\psi(z)$ obeys

$$
H\psi=-\frac{\hbar^2}{2m}\psi''+eFz\,\psi=E\psi,\qquad z>0,\qquad \psi(0)=0,
$$

and vanishes at infinity. Energies are measured from the potential at the wall, so that $V(0)=0$. The field is given in advance: the charge of the confined electrons does not change it. Motion parallel to the wall is taken to separate from motion along $z$ and adds its own kinetic energy.

The Fang-Howard trial function is

$$
\psi_b(z)=\sqrt{\frac{b^3}{2}}\;z\,e^{-bz/2},\qquad b>0.
$$

It vanishes at the wall and has one adjustable parameter, an inverse length. Its lowest mean energy is to be compared with the exact ground level of the same Hamiltonian.

The Hamiltonian contains one length and one energy. Put $z=lx$ and divide the equation by $eFl$. The kinetic coefficient becomes $\hbar^2/(2meFl^3)$, which equals one if

$$
l=\left(\frac{\hbar^2}{2meF}\right)^{1/3},\qquad
E_0=eFl=\left(\frac{\hbar^2e^2F^2}{2m}\right)^{1/3}.
$$

With $E=\varepsilon E_0$ and primes now denoting derivatives with respect to $x$,

$$
-\psi''+x\psi=\varepsilon\psi .
$$

No parameter is left. Every level is a pure number times $E_0$, and so is the minimum over $b$, because $b$ can be replaced by the dimensionless number $bl$. The ratio of trial to exact energy is therefore the same for every mass and every field.

For the exact level, let $s=x-\varepsilon$. The equation becomes $d^2\psi/ds^2=s\psi$, Airy's equation. Of its two independent solutions, $\mathrm{Bi}(s)$ grows at large $s$ and must be dropped, which leaves $\psi\propto\mathrm{Ai}(x-\varepsilon)$. The wall requires $\mathrm{Ai}(-\varepsilon)=0$. The zeros of $\mathrm{Ai}$ lie at negative arguments $a_1>a_2>\dots$, so that

$$
E_n=|a_n|E_0,\qquad |a_1|=2.33811,\qquad |a_2|=4.08795 .
$$

The ground state belongs to the first zero and has no node for $x>0$.

The trial energy cannot fall below $E_1$. The potential rises without limit, so the spectrum is discrete, and a normalised trial function can be expanded in the eigenstates with coefficients $c_n$, where $\sum_n|c_n|^2=1$. Then

$$
\langle H\rangle-E_1=\sum_{n\ge2}|c_n|^2(E_n-E_1)\ge0 . \tag{1}
$$

The trial integrals all follow from

$$
\int_0^\infty z^n e^{-bz}\,dz=\frac{n!}{b^{n+1}} .
$$

The norm is $(b^3/2)(2/b^3)=1$, and the mean distance is

$$
\langle z\rangle=\frac{b^3}{2}\,\frac{3!}{b^4}=\frac3b .
$$

For the kinetic energy, integration by parts gives $-\int\psi\psi''dz=\int(\psi')^2dz$, since the boundary term $\psi\psi'$ vanishes at both ends. The derivative with respect to $z$ is

$$
\psi_b'=\sqrt{\frac{b^3}{2}}\left(1-\frac{bz}{2}\right)e^{-bz/2},
$$

and therefore

$$
\int_0^\infty(\psi_b')^2dz
=\frac{b^3}{2}\left(\frac1b-b\,\frac1{b^2}+\frac{b^2}{4}\,\frac2{b^3}\right)
=\frac{b^3}{2}\,\frac1{2b}=\frac{b^2}{4}.
$$

The mean energy is thus

$$
E(b)=\frac{\hbar^2b^2}{8m}+\frac{3eF}{b}.
$$

A large $b$ squeezes the electron and costs kinetic energy; a small $b$ lets it spread to where the potential is high. The second derivative, $\hbar^2/4m+6eF/b^3$, is positive for all $b>0$, so the single stationary point is the global minimum. Setting the first derivative to zero,

$$
\frac{\hbar^2b}{4m}-\frac{3eF}{b^2}=0
\quad\Longrightarrow\quad
b^3=\frac{12meF}{\hbar^2}=\frac{6}{l^3}.
$$

At this $b$ the kinetic energy is

$$
\frac{\hbar^2b^3}{8mb}=\frac{12meF}{8mb}=\frac{3eF}{2b},
$$

half of the potential energy $3eF/b$. The sum is

$$
E_{\rm FH}=\frac{9eF}{2b}=\frac{9}{2\cdot6^{1/3}}\,E_0
=\left(\frac{729}{48}\right)^{1/3}E_0
=\left(\frac{243}{16}\right)^{1/3}E_0=2.47645\,E_0 ,
$$

and the ratio is

$$
\frac{E_{\rm FH}}{E_1}=\frac{2.47645}{2.33811}=1.0592 .
$$

The trial level lies 5.92 percent above the exact one. This percentage refers to energies counted from the potential at the wall. Another zero of energy would change the percentage, but not the difference $E_{\rm FH}-E_1=0.1383\,E_0$.

The mean distance is too large by the same percentage, for a reason that rests on scaling. Stretch any normalised state by a factor $\lambda$, keeping its norm. Its energy becomes $\lambda^{-2}\langle T\rangle+\lambda\langle V\rangle$. The exact ground state makes the energy stationary under every small change that respects the wall, including this one. The optimal Fang-Howard state does so too, because stretching only changes $b$. The derivative at $\lambda=1$ must vanish in both cases:

$$
-2\langle T\rangle+\langle V\rangle=0,\qquad
\langle T\rangle=\frac E3,\qquad \langle z\rangle=\frac{2E}{3eF}.
$$

The accuracy of the wave function is a separate matter. Let $S$ be the overlap of the trial state with the exact ground state. Every energy difference in (1) is at least $E_2-E_1$, hence

$$
1-S^2\le\frac{E_{\rm FH}-E_1}{E_2-E_1}
=\frac{2.47645-2.33811}{4.08795-2.33811}=0.079 .
$$

This is a bound. The computed value is $1-S^2=0.033$, so about 97 percent of the trial state's weight lies in the exact ground state.

Where the trial function fails to satisfy the Schrödinger equation can be read from its local energy $H\psi/\psi$, which is constant for an eigenstate. With $\beta=bl$, two differentiations give $\psi_b''/\psi_b=\beta^2/4-\beta/x$, and thus

$$
\frac{H\psi_b}{E_0\psi_b}=x-\frac{\beta^2}{4}+\frac{\beta}{x}.
$$

This diverges at both ends. Near the wall, the exact equation gives $\psi''(0)=-\varepsilon\psi(0)=0$, so the exact function starts as a straight line without a quadratic term; the trial function has one. Far from the wall, the curvature $\psi''\simeq x\psi$ demands a decay whose leading exponent is $-\tfrac23x^{3/2}$, while the trial function falls as a simple exponential. Its probability beyond $5l$ is $5.8\times10^{-3}$, against $8.1\times10^{-5}$ for the exact state.

Both faults are reduced by another function with one parameter, $\phi=x\,e^{-ax^{3/2}/2}$. Its first correction at the wall is of order $x^{5/2}$, and its tail has the right power in the exponent. The substitution $t=ax^{3/2}$ gives

$$
J_n=\int_0^\infty x^ne^{-ax^{3/2}}dx=\frac23\,a^{-2(n+1)/3}\,\Gamma\!\left(\frac{2(n+1)}3\right).
$$

The norm is $J_2=2/(3a^2)$. Since $\phi'=(1-\tfrac34ax^{3/2})e^{-ax^{3/2}/2}$,

$$
\int_0^\infty(\phi')^2dx=\frac23a^{-2/3}\left[\Gamma(\tfrac23)-\tfrac32\Gamma(\tfrac53)+\tfrac9{16}\Gamma(\tfrac83)\right].
$$

With $\Gamma(\tfrac53)=\tfrac23\Gamma(\tfrac23)$ and $\Gamma(\tfrac83)=\tfrac{10}9\Gamma(\tfrac23)$, the bracket is $\tfrac58\Gamma(\tfrac23)$. The mean of $x$ is $J_3/J_2=\tfrac{10}9\Gamma(\tfrac23)a^{-2/3}$. Dividing the kinetic integral by the norm and writing $y=a^{2/3}$,

$$
\varepsilon(y)=\Gamma(\tfrac23)\left(\frac{5y^2}{8}+\frac{10}{9y}\right).
$$

The derivative vanishes when $5y/4=10/(9y^2)$, or $y^3=8/9$. The first term is then half of the second, and

$$
\varepsilon_{\min}=\frac32\,\frac{10}{9y}\,\Gamma(\tfrac23)=\frac53\,\Gamma(\tfrac23)\left(\frac98\right)^{1/3}=2.34723 .
$$

This is 0.39 percent above the exact value. The six percent thus comes from the shape of the Fang-Howard function, not from having a single parameter. The comparison does not separate the fault at the wall from the fault in the tail, since the new function changes both. Neither fault is removed: the local energy of $\phi$ still diverges at both ends, and its tail coefficient $a/2=0.47$ is smaller than $\tfrac23$. The power $\tfrac32$ is not what the gain requires. The function $x\,e^{-cx^2}$, whose tail falls too fast, lies only 0.29 percent above the exact value, and $x(1+cx)e^{-cx}$, which has no quadratic term but keeps the exponential tail, lies 1.3 percent above it.

For numbers, take electrons at a (001) interface of silicon with its oxide, as in a metal-oxide-semiconductor capacitor near the onset of inversion. Rough typical values are $m=0.92\,m_0$ for motion normal to the interface in the two valleys that hold the lowest level, and $F=0.23$ MV/cm. Then $\hbar^2/2m=0.04141$ eV nm² and $eF=23.0$ meV/nm, so that

$$
l=\left(\frac{0.04141}{0.0230}\right)^{1/3}\text{nm}=1.217\ \text{nm},\qquad
E_0=23.0\times1.2166\ \text{meV}=27.98\ \text{meV}.
$$

The optimal parameter is $b=1.81712/l=1.494$ nm⁻¹. The two levels are

$$
E_{\rm FH}=2.47645\,E_0=69.3\ \text{meV},\qquad E_1=2.33811\,E_0=65.4\ \text{meV},
$$

and the trial error is 3.9 meV. The mean distances are 2.01 nm and 1.90 nm. Diagonalising the Hamiltonian on a grid, without Airy functions, also gives 65.42 meV. A second case, with $0.19\,m_0$ and 0.10 MV/cm, gives the same ratio, 1.0592.

Whether 3.9 meV matters depends on what the model omits. The field comes from ionised acceptors, here $N_A=2\times10^{17}$ cm⁻³, and in the depletion approximation, which neglects the holes near the inner edge of the layer, it falls linearly to zero over the depletion width. Gauss's law with the permittivity $\kappa_s=11.7$ of silicon gives

$$
W=\frac{\kappa_sF}{4\pi eN_A}=74.4\ \text{nm},\qquad V(z)=eFz-\frac{eFz^2}{2W}.
$$

The first-order shift needs $\langle z^2\rangle$ in the exact state. In reduced units, multiply $\psi''=(x-\varepsilon)\psi$ by $2x^2\psi'$ and integrate by parts on both sides:

$$
2\int x(\psi')^2dx=3\langle x^2\rangle-2\varepsilon\langle x\rangle .
$$

Multiplying the same equation by $x\psi$ instead gives $\int x(\psi')^2dx=\varepsilon\langle x\rangle-\langle x^2\rangle$. Eliminating the integral, and using $\langle x\rangle=2\varepsilon/3$,

$$
\langle x^2\rangle=\frac45\,\varepsilon\langle x\rangle=\frac{8}{15}\,\varepsilon^2 .
$$

Here $\langle z^2\rangle=4.315$ nm², and the shift is $-23.0\times4.315/(2\times74.4)=-0.67$ meV. For acceptors smeared into a uniform charge, the uniform field is a good approximation because the electron stays within a few nanometres, much less than $W$. Real acceptors are discrete, with a typical spacing $N_A^{-1/3}\approx17$ nm, so the field and the level vary along the interface. This variation is left out, but it is not small: a rough estimate for randomly placed acceptors gives an rms scatter of about 3 meV in the level counted from the wall, comparable to the trial error, and of 20 to 40 meV in the potential at the interface itself, depending on the oxide thickness. As $F$ falls at fixed $N_A$, $l$ grows as $F^{-1/3}$ while $W$ shrinks as $F$, and the approximation eventually fails.

The oxide has a lower permittivity, $\kappa_{\rm ox}=3.9$, and repels the electron through its image. For a source charge $q$ at distance $z$ inside the silicon, let $q'$ be the image charge at $-z$ and $q''$ the effective charge seen from the oxide. Continuity of the potential requires $(q+q')/\kappa_s=q''/\kappa_{\rm ox}$, and continuity of the normal displacement requires $q-q'=q''$. Hence $q'=q(\kappa_s-\kappa_{\rm ox})/(\kappa_s+\kappa_{\rm ox})$. The energy is half the product of charge and image potential, because the image grows in proportion to the charge:

$$
V_{\rm im}(z)=\frac{e^2(\kappa_s-\kappa_{\rm ox})}{4\kappa_s(\kappa_s+\kappa_{\rm ox})\,z}=\frac{15.4\ \text{meV nm}}{z}.
$$

It raises the level by 10.6 meV in first order and by 10.1 meV when the Hamiltonian with this term is diagonalised. The formula treats the oxide as filling the whole space $z<0$, so it holds only for a thick oxide. A metal gate behind an oxide of thickness $t$ adds attractive images whose effect falls off slowly, roughly as $-32$ meV nm$/t$ at large $t$. With them the shift is about 3 meV at $t=3$ nm, 5 meV at 5 nm, 7 meV at 10 nm and 8 meV at 15 nm. The omitted image energy is thus more than twice the error of the trial function only for oxides of about 15 nm or more. The estimate also assumes a sharp interface and bulk permittivities at distances of one or two nanometres, so its last digits mean little.

The wall is also not impenetrable. For a rough barrier $V_b=3.1$ eV and an oxide mass $m_{\rm ox}=0.5\,m_0$, the function in the oxide varies as $e^{qz}$ for $z<0$, now with $q=\sqrt{2m_{\rm ox}(V_b-E)}/\hbar$. Continuity of $\psi$ and of $\psi'/m$ gives, on the silicon side,

$$
\frac{\psi(0)}{\psi'(0)}=\frac{m_{\rm ox}}{m\,q}\equiv\delta=0.086\ \text{nm}.
$$

Since $\psi$ is nearly straight there, it extrapolates to zero at $z=-\delta$. The wall is in effect moved to a point where the potential is $-eF\delta$, which lowers the level by $23.0\times0.0861=1.98$ meV. Matching the Airy function to the decaying exponential gives 1.97 meV. This correction and the image energy do not simply add, mainly because penetration brings the electron closer to its image and so raises the image energy. In addition, $\psi(0)$ no longer vanishes, so the mean of $1/z$ diverges logarithmically and the image formula needs a cutoff at the interface.

The neglect of screening can be tested at small sheet density $N_s$. Keep the depletion field $F$ fixed, and let $Q(z)$ be the probability of finding an electron beyond $z$. The field at $z$ gains the contribution of the electrons that lie deeper, so the added potential energy is $(4\pi e^2N_s/\kappa_s)\int_0^zQ\,dz'$. Averaged over the density, and with the order of integration exchanged, it becomes

$$
\langle V_H\rangle=\frac{4\pi e^2N_s}{\kappa_s}\int_0^\infty Q^2dz .
$$

For the trial state, $Q=e^{-u}(1+u+u^2/2)$ with $u=bz$. The square of the bracket is $1+2u+2u^2+u^3+u^4/4$, and integration with $e^{-2u}$ gives $\tfrac12+\tfrac12+\tfrac12+\tfrac38+\tfrac3{16}=\tfrac{33}{16}$. Thus

$$
\langle V_H\rangle=\frac{4\pi e^2N_s}{\kappa_s}\,\frac{33}{16\,b}.
$$

It equals the trial error at $N_s=1.8\times10^{11}$ cm⁻². For the example at 300 K, band bending and the thermal filling of the Airy levels give an estimate of $9\times10^9$ cm⁻², where $\langle V_H\rangle$ is only 0.2 meV. That density depends exponentially on the band bending, and an error of $k_BT=26$ meV there changes it by a factor of about $e$, so only its order of magnitude is meant. The Hartree term stays small under such a factor. It is not the whole electron-electron interaction, however: each electron also keeps the others away, and this correlation lowers the level. A rough random-phase estimate gives about $-1$ meV at $9\times10^9$ cm⁻² and $-2$ to $-3$ meV at $e$ times that density, larger than the Hartree term and of opposite sign; it is left out here.

Well beyond the onset of inversion, the carriers themselves supply much or most of the field. At $10^{12}$ cm⁻² the first-order formula, with $F$ and $b$ held at the values above, already gives about 21 meV, nearly a third of the level. A fixed triangular well is then a poor model, and the potential has to be found together with the charge. Even near onset, one level does not describe the whole layer at room temperature. The next level of the same valleys lies at 114 meV, and the four valleys with normal mass $0.19\,m_0$ begin at 111 meV. In this hard-wall estimate the ground level holds about half of the electrons and the four lighter valleys about 40 percent. These shares are rough. The length $\delta$ scales as $1/m$, so the finite barrier lowers the level of the lighter valleys by about 9 meV. With barrier, image and curvature included, the shares are nearer 40 and 50 percent. The oxide field, $0.23\times11.7/3.9=0.69$ MV/cm, is far below the breakdown field of good oxide, roughly 10 MV/cm. Even for an oxide as thin as 5 nm, the tunnelling factor is about $e^{-61}$, so leakage does not disturb the level.

Within the model of a hard wall and a uniform field, replacing the Fang-Howard function by the exact Airy function removes 3.9 meV of variational error in this example. It does not supply the omitted image energy, which is larger when the oxide is thick. The Airy level is exact for the hard wall and the uniform field, not for the device. The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
Input normal mass, lateral mass: 0.92, 0.19 m0
Input surface field: 0.23 MV/cm
Input acceptor density: 2.0e+17 cm^-3
Input temperature: 300 K
Input permittivities Si, oxide: 11.7, 3.9
Input barrier, oxide mass: 3.1 eV, 0.5 m0
Input oxide thickness: 5.0 nm
Input gap, valence DOS: 1.12 eV, 3.0e+19 cm^-3
hbar^2/2m: 0.04141 eV nm^2
Force eF: 23.0 meV/nm
Length l: 1.2166 nm
Energy E0: 27.981 meV
First two Airy |zeros|: 2.33811, 4.08795
Trial coefficient (243/16)^(1/3): 2.47645
Optimal b l: 1.81712
Optimal b: 1.4936 nm^-1
Trial energy: 69.29 meV
Exact Airy level: 65.42 meV
Finite-difference level: 65.42 meV
Second Airy level: 114.39 meV
Trial error: 3.87 meV
Ratio trial/exact: 1.05917
Excess: 5.92 percent
Ratio for 0.19 m0 and 0.10 MV/cm: 1.05917
Mean distance trial, exact: 2.009, 1.896 nm
Exact mean square distance: 4.315 nm^2
Squared overlap: 0.96727
Lost weight, its bound: 0.03273, 0.07906
Probability beyond 5 l, trial: 5.82e-03
Probability beyond 5 l, exact: 8.14e-05
Power-3/2 trial coefficient: 2.34723
Power-3/2 trial excess: 0.39 percent
Depletion width: 74.4 nm
Curvature shift first order: -0.67 meV
Curvature shift diagonalised: -0.67 meV
Image strength: 15.38 meV nm
Image shift first order: 10.56 meV
Image shift diagonalised: 10.05 meV
Barrier wall displacement: 0.0861 nm
Barrier shift formula: -1.98 meV
Barrier shift matched: -1.97 meV
Thermal energy kT: 25.85 meV
Band bending: 0.881 eV
Surface band edge above Fermi level: 0.110 eV
Estimated sheet density: 9.4e+09 cm^-2
Ground-level share of electrons: 50 percent
Share in four light valleys: 40 percent
Lowest light-valley level: 110.7 meV
Hartree energy at this density: 0.201 meV
Density where Hartree = error: 1.81e+11 cm^-2
Oxide field: 0.69 MV/cm
Oxide tunnelling exponent: 61.3
```
